# Two-Beam Thickness Fringes: Period, Excitation Error and Extinction Distance

## 1. The simplest case: a crystal set at the Bragg condition

A fast electron enters a flat, perfect crystal foil. Two waves are kept inside it, the direct wave with amplitude \(\phi_0(z)\) and one diffracted wave with amplitude \(\phi_g(z)\), where \(z\) is the depth below the entrance face. At the Bragg condition the Howie-Whelan equations are

\[
\phi_0'=\frac{i\pi}{\xi}\phi_g,\qquad \phi_g'=\frac{i\pi}{\xi}\phi_0 .
\]

Each wave feeds the other at a rate set by one length, the extinction distance \(\xi\). There is no absorption.

The sum and the difference of the amplitudes decouple. With \(\phi_\pm=\phi_0\pm\phi_g\),

\[
\phi_\pm'=\pm\frac{i\pi}{\xi}\phi_\pm ,\qquad \phi_\pm(z)=\phi_\pm(0)\,e^{\pm i\pi z/\xi}.
\]

At the entrance face \(\phi_0=1\) and \(\phi_g=0\), so \(\phi_\pm(0)=1\). Half the sum and half the difference give

\[
\phi_0=\cos\frac{\pi z}{\xi},\qquad \phi_g=i\sin\frac{\pi z}{\xi}.
\]

A foil of thickness \(t\) therefore sends out the diffracted intensity

\[
I_g=\sin^2\frac{\pi t}{\xi}.
\]

The square of a sine repeats when its argument grows by \(\pi\), so the period in thickness is \(\xi\). At \(t=\xi/2\) all the intensity is in the diffracted beam; at \(t=\xi\) it is back in the direct beam. In a foil of varying thickness this exchange appears as bright and dark bands, the thickness fringes.

Is the period still \(\xi\) when the crystal is tilted? To answer, the equations are needed with the tilt in them, and their origin shows what they neglect.

## 2. Where the equations come from

Plane waves are written \(\exp(2\pi i\,\mathbf k\cdot\mathbf r)\), so a wave number is an inverse wavelength. The \(z\) axis is the inward foil normal, and the reciprocal-lattice vector, of length \(g\), lies along \(x\) in the foil plane.

Let the electron have rest mass \(m\), Lorentz factor \(\gamma\) and vacuum wave number \(k\). In an electrostatic potential \(V\) its kinetic energy rises by \(eV\). The relativistic energy-momentum relation then gives, with the term in \((eV)^2\) dropped, the squared local wave number \(k^2+2\gamma m eV/h^2\). Spin is neglected. For

\[
V=V_{\rm mean}+V_g\left(e^{2\pi i gx}+e^{-2\pi i gx}\right),
\]

with \(V_g\) real and positive, the wave equation is

\[
\nabla^2\psi+4\pi^2\left[K^2+U_g\left(e^{2\pi igx}+e^{-2\pi igx}\right)\right]\psi=0,
\qquad U_g=\frac{2\gamma m eV_g}{h^2}.
\]

The mean potential has been absorbed in the wave number \(K\) inside the crystal.

The direct wave has components \(k_x,k_z\) with \(k_x^2+k_z^2=K^2\). Adding \(g\) to \(k_x\) does not in general give a vector of length \(K\). The excitation error \(s\) is the change along \(z\) that restores the length:

\[
(k_x+g)^2+(k_z+s)^2=K^2 .
\]

It is positive when the reciprocal-lattice point lies inside the Ewald sphere. Subtracting \(k_x^2+k_z^2=K^2\) and dropping \(s^2\) beside \(2k_zs\) gives

\[
s\simeq-\frac{2k_xg+g^2}{2k_z}.
\]

The Bragg condition is \(k_x=-g/2\). A tilt \(\theta\) away from it, \(k_x=-g/2-K\theta\), makes the numerator \(2k_xg+g^2\) equal to \(-2Kg\theta\). Since \(K\simeq k_z\), the result is \(s\simeq g\theta\).

Now insert

\[
\psi=\phi_0(z)\,e^{2\pi i(k_xx+k_zz)}+\phi_g(z)\,e^{2\pi i[(k_x+g)x+(k_z+s)z]} .
\]

Collect the terms that vary as \(e^{2\pi ik_xx}\). Those without a derivative of \(\phi_0\) carry the factor \(K^2-k_x^2-k_z^2=0\). What remains, after division by \(e^{2\pi ik_zz}\), is

\[
\phi_0''+4\pi ik_z\phi_0'+4\pi^2U_g\,\phi_g\,e^{2\pi isz}=0 .
\]

The terms in \(e^{2\pi i(k_x+g)x}\) give in the same way

\[
\phi_g''+4\pi i(k_z+s)\phi_g'+4\pi^2U_g\,\phi_0\,e^{-2\pi isz}=0 .
\]

The potential also produces waves with lateral components \(k_x-g\) and \(k_x+2g\). Dropping them is the two-beam approximation, examined in section 7.

The amplitudes change slowly compared with the electron wavelength, so the second derivatives are dropped, which also discards backscattered waves. Dividing by \(4\pi ik_z\), using \(-1/i=i\) and replacing \(k_z+s\) by \(k_z\), we obtain the Howie-Whelan equations

\[
\phi_0'=\frac{i\pi}{\xi}\phi_g\,e^{2\pi isz},\qquad
\phi_g'=\frac{i\pi}{\xi}\phi_0\,e^{-2\pi isz},\qquad \xi=\frac{k_z}{U_g}.
\]

For \(s=0\) they are the equations of section 1. With \(hk_z\simeq\gamma mv\), where \(v\) is the electron speed,

\[
\xi\simeq\frac{hv}{2eV_g}.
\]

A stronger potential coefficient shortens the extinction distance, and a faster electron lengthens it.

## 3. The tilted crystal

The oscillating factors can be shared between the two amplitudes. Put

\[
\phi_0=e^{i\pi sz}A,\qquad \phi_g=e^{-i\pi sz}B .
\]

The first equation becomes

\[
e^{i\pi sz}(A'+i\pi sA)=\frac{i\pi}{\xi}\,e^{-i\pi sz}B\,e^{2\pi isz}=\frac{i\pi}{\xi}\,e^{i\pi sz}B ,
\]

and the second

\[
e^{-i\pi sz}(B'-i\pi sB)=\frac{i\pi}{\xi}\,e^{-i\pi sz}A .
\]

Cancelling the exponentials leaves constant coefficients:

\[
\begin{pmatrix}A\\B\end{pmatrix}'=i\pi N\begin{pmatrix}A\\B\end{pmatrix},\qquad
N=\begin{pmatrix}-s&1/\xi\\1/\xi&s\end{pmatrix}.
\]

In \(N^2\) the off-diagonal elements are \(-s/\xi+s/\xi=0\), and both diagonal elements are \(s^2+1/\xi^2\). Hence

\[
N^2=\sigma^2\,\mathbf 1,\qquad \sigma=\sqrt{s^2+\frac1{\xi^2}} .
\]

In the series for \(e^{i\pi Nz}\), even powers of \(N\) are powers of \(\sigma^2\), and odd powers are the same with one factor \(N\) left over. The two parts sum to

\[
e^{i\pi Nz}=\cos(\pi\sigma z)\,\mathbf 1+\frac{i}{\sigma}\sin(\pi\sigma z)\,N .
\]

Acting on the initial vector \((1,0)\), this picks out the first column:

\[
A=\cos(\pi\sigma z)-\frac{is}{\sigma}\sin(\pi\sigma z),\qquad
B=\frac{i}{\xi\sigma}\sin(\pi\sigma z).
\]

The phase factors do not affect intensities. With the dimensionless deviation \(w=s\xi\), so that \(\xi^2\sigma^2=1+w^2\),

\[
I_g(t)=\frac{\sin^2(\pi\sigma t)}{1+w^2},\qquad
P=\frac1\sigma=\frac{\xi}{\sqrt{1+w^2}} .
\]

This \(P\) is the fringe period in thickness. The direct intensity is

\[
I_0=\cos^2(\pi\sigma t)+\frac{s^2}{\sigma^2}\sin^2(\pi\sigma t).
\]

Since \(s^2/\sigma^2+1/(\xi^2\sigma^2)=1\), the sum \(I_0+I_g\) is 1. The diffracted beam is dark at \(t=nP\), and the direct beam has its minima at \(t=(n-\tfrac12)P\), with \(n=1,2,\ldots\)

There is a second way to read the period. The matrix \(N\) has eigenvalues \(\pm\sigma\). With the phase factors restored, the crystal carries two Bloch waves with \(z\) wave numbers \(k_z+s/2\pm\sigma/2\). They differ by \(\sigma\), so they beat with period \(1/\sigma\). Tilting pushes the two wave numbers apart, whatever the sign of \(s\), and the fringes close up.

## 4. Three limits

**Near the Bragg condition.** For \(|w|\ll1\), \(P\simeq\xi(1-w^2/2)\). The period is greatest at \(s=0\) and has no first-order dependence on tilt there.

**Far from it.** For \(|w|\gg1\),

\[
P=\frac1{|s|}\left(1+\frac1{w^2}\right)^{-1/2}\simeq\frac1{|s|}\left(1-\frac1{2w^2}\right).
\]

The extinction distance disappears from the leading term. Weak scattering gives the same leading term directly. Set \(\phi_0=1\) in the second Howie-Whelan equation and integrate:

\[
\phi_g=\frac{i\pi}{\xi}\int_0^te^{-2\pi isz}dz=\frac{i}{s\xi}\,e^{-i\pi st}\sin(\pi st),\qquad
I_g=\frac{\sin^2(\pi st)}{w^2}.
\]

At \(w=10\) the numerically integrated equations give \(Ps=0.9950\), in agreement with \(1-1/200\). The small difference accumulates: the \(n\)th dark fringe is misplaced by about \(n/(2w^2)\) of a period if \(1/|s|\) is used.

**Thin foil.** For \(\pi\sigma t\ll1\), \(\sin(\pi\sigma t)\simeq\pi\sigma t\), and \(I_g\simeq(\pi t/\xi)^2\). To this order \(s\) cancels, because the two waves have not travelled far enough to lose step.

## 5. Numbers for a model crystal

Take 200 kV electrons, \(V_g=5\) V, a mean potential of 15 V and \(g=5\) nm\(^{-1}\). These are round model parameters, and nanometres are the natural unit. Here \(K=398.75\) nm\(^{-1}\) and \(U_g=4.6253\) nm\(^{-2}\), so

\[
\xi\simeq\frac{398.75}{4.6253}\ \text{nm}=86.21\ \text{nm},
\]

or about 1629 bohr.

For \(w=1\), the excitation error is \(s=1/86.21=0.01160\) nm\(^{-1}\), the tilt is \(s/g=2.32\) mrad, and \(P=86.21/\sqrt2=60.96\) nm. The other settings follow in the same way:

| \(w\) | tilt (mrad) | \(P\) (nm) | peak \(I_g\) |
|---|---|---|---|
| 0 | 0 | 86.21 | 1.000 |
| 0.3 | 0.70 | 82.57 | 0.917 |
| 1 | 2.32 | 60.96 | 0.500 |
| 2 | 4.64 | 38.55 | 0.200 |
| 3 | 6.96 | 27.26 | 0.100 |

The periods and peaks in the table were measured on a direct numerical integration of the Howie-Whelan equations and tested against the formulas. They are two-beam values; section 7 gives the size of the changes when further beams are excited, which are largest for the row at \(w=3\). A run at \(w=-1\) tested that the sign of \(s\) does not matter.

The intensity at one fixed thickness behaves less simply than the peak. In the two-beam model a 200 nm foil gives \(I_g=0.713\) at \(w=0\) but 0.864 at \(w=0.3\). The foil holds \(200/86.21=2.32\) periods in the first case and \(200/82.57=2.42\) in the second. The second lies closer to the crest at 2.5 periods, which more than makes up for the lower peak. A single intensity therefore does not order the tilts.

The first-order reduction of section 2 can also be judged. A component \(e^{i\pi qz}\) of an amplitude makes the dropped second derivative smaller than the retained term by the factor \(|q|/(4k_z)\). The solution contains \(|q|\le|s|+\sigma\). At \(w=3\) this bound is

\[
\frac{0.0348+0.0367}{4\times398.75}\simeq4.5\times10^{-5}.
\]

As a test, the second-order two-beam equations were solved for a slab in vacuum, with refraction and reflected waves included. Over the five tilts and four thicknesses up to 200 nm, the largest difference in \(I_g\) was \(8\times10^{-6}\) of the incident intensity, with \(s\) taken from its exact definition in section 2; with \(s\simeq g\theta\) the difference rises to about \(10^{-4}\) at \(w=3\). The largest reflected fraction was \(2\times10^{-9}\).

## 6. From fringes to thickness and extinction distance

Squaring \(1/P=\sigma\) gives a straight line in \(s^2\):

\[
\frac1{P^2}=s^2+\frac1{\xi^2}.
\]

Its slope is 1 and its intercept is \(1/\xi^2\). The periods of the second-order slab calculation, which keeps the same two beams but does not use the Howie-Whelan equations, give a slope of 1.0000 and return \(\xi=86.21\) nm.

The line also shows which tilts serve best. At fixed \(P\), differentiation gives \(0=2s\,\delta s-2\xi^{-3}\delta\xi\), hence

\[
\frac{\delta\xi}{\xi}=s\,\xi^2\,\delta s=w^2\,\frac{\delta s}{s}.
\]

At fixed \(s\), the same operation gives \(\delta\xi/\xi=(1+w^2)\,\delta P/P\). At \(w=3\), to first order, a 1% error in \(s\) becomes a 9% error in \(\xi\), and a 1% error in \(P\) becomes 10%; the finite changes lie between 8% and 12%, depending on the sign of the error. The extinction distance is best determined near the Bragg condition.

Thickness follows from counting dark fringes in the diffracted beam, \(t=nP\), provided that \(\xi\) and \(s\) are known. Suppose the crystal is 0.70 mrad off the Bragg condition, \(w=0.3\), but is taken to be on it. The third dark fringe lies at \(3\times82.57=247.7\) nm and is read as \(3\times86.21=258.6\) nm. The reading is too large by 4.4% of the true thickness. This is \(\sqrt{1+w^2}-1\), the same for every fringe number.

On a wedge of angle \(\alpha\), \(t=x\tan\alpha\), and the lateral spacing is \(P/\tan\alpha\). With \(\tan\alpha=0.5\) it is 172 nm at \(w=0\) and 122 nm at \(w=1\). This treats each column of crystal as a foil of its local thickness. The two beams diverge by about \(g/K=12.5\) mrad, or 2.5 nm across a 200 nm foil. That is small compared with either spacing, which supports the column approximation here.

## 7. What the neglected beams do

At the Bragg condition, the next beams of the systematic row, with lateral components \(k_x-g\) and \(k_x+2g\), both have excitation error \(-D\). With \(k_x=-g/2\), putting either \(-g\) or \(2g\) for \(g\) in the formula for \(s\) gives \(s\simeq-g^2/k_z\), so

\[
D\simeq\frac{g^2}{K}=\frac{25}{398.75}\ \text{nm}^{-1}=0.0627\ \text{nm}^{-1}.
\]

Let \(a=1/(2\xi)\). Call \(u_\pm\) the normalized sum and difference of the two main amplitudes, and \(v_\pm\) those of the two outer ones, all with phases measured from \(e^{2\pi ik_zz}\). For a wave varying as \(e^{2\pi i\lambda z}\), the coupled equations are

\[
\lambda u_\pm=\pm a\,u_\pm+a\,v_\pm,\qquad
\lambda v_\pm=-D\,v_\pm+a\,u_\pm .
\]

Eliminating \(v_\pm\) gives \(\lambda_\pm=\pm a+a^2/(\lambda_\pm+D)\). Subtract the two cases and replace \(\lambda_\pm+D\) by \(D\) in the resulting denominators, valid for \(a\ll D\):

\[
\lambda_+-\lambda_-\simeq2a-\frac{a^2}{D^2}(\lambda_+-\lambda_-).
\]

The period is the inverse of this splitting:

\[
P\simeq\xi\left[1+\frac1{(2\xi D)^2}\right].
\]

Here \(2\xi D=10.8\), so the period should lengthen by 0.86%. Diagonalization with eight beams gives 0.85%, or 86.9 nm instead of 86.2 nm. In the same calculation the other six beams together carry up to 3.4% of the intensity, so the fringes are no longer strictly periodic. The 86.9 nm is the beat length of the two dominant Bloch waves.

In this model the extra beams matter far more than the dropped second derivatives. An extinction distance read from the fringe period at the Bragg condition with the two-beam formula would be about 1% too large. The estimate holds for a potential containing \(V_g\) alone, and neither its size nor its sign carries over to a real crystal. A coefficient \(V_{2g}\) couples \(u_\pm\) to \(v_\pm\) with strength \(a\pm b\), where \(b=1/(2\xi_{2g})\). This adds \(4ab/D\) to the splitting and shortens the period by a fraction of about \(1/(\xi_{2g}D)\) when \(V_{2g}>0\). In a many-beam diagonalization of this model, \(V_{2g}=0.5\) V turns the 0.85% lengthening into a 1% shortening, and \(V_{2g}=2\) V into a 6% shortening. It also requires \(2\xi D\gg1\). A strong potential or a small \(g\) violates this condition, and a two-beam period is then not a sound basis for measurement.

Tilting can bring another beam into play. With the tilt included, the formula for the excitation error gives \(2s-D\) for the beam with lateral component \(k_x+2g\). At \(w=3\) this is \(0.0696-0.0627=0.0069\) nm\(^{-1}\), much smaller than \(s=0.0348\) nm\(^{-1}\): the \(2g\) beam is then closer to its own Bragg condition than the \(g\) beam is. The same already holds at \(w=2\), where \(2s-D=0.0464-0.0627=-0.0163\) nm\(^{-1}\) is smaller in size than \(s=0.0232\) nm\(^{-1}\). With \(V_g\) alone the \(2g\) beam is fed only through the \(g\) beam, so this comparison does not fix the size of the effect. A many-beam diagonalization for foils up to 400 nm gives, at \(w=2\), a period 1.1% shorter than the two-beam value, a peak \(I_g\) of 0.186 instead of 0.200 and at most 2.5% of the intensity in the \(2g\) beam. At \(w=3\) the period is 2.4% shorter, the peak is 0.123 instead of 0.100 and the \(2g\) beam carries up to 0.10, comparable to the \(g\) beam, so two beams are no longer a safe description there. Read with the two-beam formula, these periods give a \(\xi\) too small by 5% and 18%. The inferred extinction distance is also sensitive at such tilts. At \(w=3\), the relation \(1/\xi^2=1/P^2-s^2\) turns a period only 2% too short into a \(\xi\) about 16% too small, and a period 2% too long into a \(\xi\) about 28% too large. This is a further reason to measure the extinction distance near the Bragg condition.

Absorption, inelastic scattering, defects and beam convergence are left out, so the peak heights and the fully dark minima belong to the ideal two-beam foil. The numerical output below lists the two-beam values and the eight-beam values at the Bragg condition.

## Table of computed values

```
Accelerating voltage: 200 kV
Potential coefficient V_g: 5.0 V; mean potential: 15.0 V
Reciprocal-lattice vector g: 5.0 1/nm
Lorentz factor gamma: 1.39139
Electron speed / speed of light: 0.69531
Vacuum wavelength: 2.5079 pm
Wave number K in crystal: 398.752 1/nm
Scaled potential U_g: 4.6253 1/nm^2
Extinction distance xi = k_z/U_g: 86.210 nm
Extinction distance from h v/(2 e V_g): 86.208 nm
Extinction distance: 1629.1 bohr
Integrated Howie-Whelan equations, by w = s*xi:
w=0.0: s=0.00000 1/nm, tilt=0.000 mrad, period=86.210 nm, peak I_g=1.0000
w=0.3: s=0.00348 1/nm, tilt=0.696 mrad, period=82.574 nm, peak I_g=0.9174
w=1.0: s=0.01160 1/nm, tilt=2.320 mrad, period=60.960 nm, peak I_g=0.5000
w=2.0: s=0.02320 1/nm, tilt=4.640 mrad, period=38.554 nm, peak I_g=0.2000
w=3.0: s=0.03480 1/nm, tilt=6.960 mrad, period=27.262 nm, peak I_g=0.1000
Period times s at w=10: 0.99504 (no unit)
Foil thickness: 200 nm
w=0.0: foil I_g formula=0.71265, full slab=0.71265 (no unit)
w=0.3: foil I_g formula=0.86352, full slab=0.86352 (no unit)
w=1.0: foil I_g formula=0.29821, full slab=0.29822 (no unit)
w=2.0: foil I_g formula=0.06179, full slab=0.06180 (no unit)
w=3.0: foil I_g formula=0.07585, full slab=0.07586 (no unit)
Largest intensity difference, formula vs slab: 8.1e-06
Largest reflected fraction in slab: 2.0e-09
Slope of 1/P^2 against s^2, slab periods: 1.00001
Extinction distance recovered from slab periods: 86.210 nm
Wedge tangent: 0.5 (no unit)
w=0.0: lateral fringe spacing=172.42 nm
w=1.0: lateral fringe spacing=121.92 nm
Third dark fringe at w=0.3, true thickness: 247.72 nm
Same fringe read as if s=0: 258.63 nm
Thickness error of that reading: 4.40 %
Detuning D of next row beams: 0.06270 1/nm
Eight-beam period at Bragg condition: 86.946 nm
Eight-beam lengthening of period: 0.854 %
Leading-order estimate of lengthening: 0.856 %
Peak total intensity in the other six beams: 0.0338
```
